# Correlation Energy of Separated Electron Pairs in Doubles-Only Configuration Interaction, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy of N separated pairs

Q: You want to judge a level of theory by electron pairs that do not interact. If they do not interact, the energy of $N$ of them is $N$ times the energy of one. What is left to calculate?

A: That is a property of the Hamiltonian. An approximate wave function need not inherit it, and configuration interaction (CI) cut off at double excitations is such an approximation. The case is worth working out because the correct answer is known in advance, so any departure from it belongs to the method. It also matters for reaction barriers: a molecule has many bonds, most of which do nothing while one of them breaks.

Q: Then define the pairs, so that I can see what is being assumed.

A: Each pair has two electrons and two real, orthonormal orbitals, $g$ and $u$. Under inversion through the pair's own centre $g$ is even and $u$ is odd. The reference determinant $\Phi_0$ has both electrons of every pair in $g$, and it is taken to be the restricted Hartree–Fock state, in which the two electrons of a pair share one orbital. "Hartree–Fock" means this restricted form throughout. Distances between pairs are infinite. The algebra is in atomic units, and energies are measured from the energy of $\Phi_0$, so that the lowest eigenvalue among the states that mix with $\Phi_0$ is the correlation energy itself.

A hydrogen molecule in a minimal basis is such a pair. Its two orbitals are the sum and the difference of the two atomic functions, fixed by symmetry.

Q: One pair first. Which configurations can mix?

A: The two electrons can form $g^2$, $u^2$ or the open-shell configuration $gu$. The first two are even and the third is odd, so the Hamiltonian does not connect $gu$ with the others. Two configurations remain, and two numbers describe them.

The first is the excitation energy. With $h$ the one-electron integrals and $(pq|rs)$ the repulsion between the charge distributions $pq$ and $rs$,

$$2D=E(u^2)-E(g^2)=2(h_{uu}-h_{gg})+(uu|uu)-(gg|gg).$$

The nuclear repulsion is common to both configurations and cancels. I call $D$ the half gap and assume $D>0$.

The second is the coupling. The two configurations differ in both spin orbitals, so the one-electron terms drop out and

$$K=\langle g^2|H|u^2\rangle=\iint \frac{g(1)u(1)\,g(2)u(2)}{r_{12}}\,d^3r_1\,d^3r_2=(gu|gu).$$

The exchange counterpart of this integral vanishes because the two electrons have opposite spins. $K$ is the repulsion of the distribution $gu$ with itself. In Fourier space it is an integral of $|(gu)_{\mathbf k}|^2$ with the positive weight $4\pi/k^2$, so $K>0$.

Q: And the energy that follows?

A: The matrix and its characteristic equation are

$$\begin{pmatrix}0&K\\K&2D\end{pmatrix},\qquad (0-E)(2D-E)-K^2=E^2-2DE-K^2=0 .$$

The roots are $D\pm\sqrt{D^2+K^2}$. The lower one is the correlation energy of a pair,

$$e=D-\sqrt{D^2+K^2}<0. \tag{1}$$

For H$_2$ with a bond length of 0.74 angstrom in the STO-3G basis, $D=21.4885$ eV and $K=4.9310$ eV. Then $D^2+K^2=461.76+24.31=486.07$ eV$^2$, its root is 22.047 eV, and $e=-0.5585$ eV. This is the full CI result in two orbitals. It leaves out everything that further orbitals would add.

Q: With $N$ pairs there are far more doubles than $N$. One electron can be excited on pair A and another on pair B, and electrons can move from one pair to another. You cannot simply drop those.

A: They drop out by conservation laws that hold at infinite separation. There the Hamiltonian is a sum of one-pair Hamiltonians, which conserves the number of electrons on each pair and the parity of each pair separately. In $\Phi_0$ every pair has two electrons and is even. Sort the doubles by where the two electrons come from.

If both come from pair $i$, the only way to keep two electrons on $i$ is to put both into $u_i$. This gives $u_i^2$, which is even and survives.

If they come from different pairs $i$ and $j$, keeping two electrons on each requires that one ends in $u_i$ and the other in $u_j$. Each pair is then in a configuration $gu$, which is odd. Such doubles are disconnected from $\Phi_0$, whether each electron stayed at home or the two changed places.

At a finite distance $R$ the integral $(g_iu_i|g_ju_j)$ is an interaction of two transition dipoles and falls off as $R^{-3}$. It is the source of the dispersion attraction, and it vanishes in the limit taken here.

Q: What about single excitations? People usually keep them.

A: An excitation $g_i\to u_i$ makes pair $i$ odd, and $g_i\to u_j$ changes the electron numbers. Neither couples to $\Phi_0$ or to the surviving doubles. For these pairs CI with singles and doubles (CISD) therefore gives the same correlation energy as CI with doubles alone (CID). Without local parity the singles could couple to the doubles, and the formulas below would need amendment.

Q: So there are $N$ doubles. Why do they not simply contribute $N$ times $e$?

A: Write $\Phi_i$ for the determinant in which pair $i$ is excited to $u^2$ and all others remain in $g^2$. I let the pairs differ for the moment, with parameters $D_i$ and $K_i$, because the barrier problem will need it. The matrix elements are

$$\langle\Phi_0|H|\Phi_i\rangle=K_i,\qquad \langle\Phi_i|H|\Phi_i\rangle=2D_i,\qquad \langle\Phi_i|H|\Phi_j\rangle=0\quad(i\neq j).$$

The last one vanishes because $\Phi_i$ and $\Phi_j$ differ in four spin orbitals, two on each pair, while the Hamiltonian changes at most two at a time. Each double talks to the reference and to no other double.

Let the wave function be $c_0\Phi_0+\sum_i c_i\Phi_i$. The rows of the eigenvalue equation read

$$\sum_i K_ic_i=Ec_0,\qquad K_ic_0+2D_ic_i=Ec_i. \tag{2}$$

From the second, $c_i=-K_ic_0/(2D_i-E)$. For $E<0$ the denominator is positive, and $c_0$ cannot be zero, since all $c_i$ would then vanish too. Substitution into the first equation and division by $c_0$ give

$$E=-\sum_i\frac{K_i^2}{2D_i-E}. \tag{3}$$

There is one negative solution. The function $E+\sum_iK_i^2/(2D_i-E)$ rises steadily with $E$ on the negative axis, from $-\infty$ to a positive value at $E=0$.

The answer to your question is in the denominator. It contains the total correlation energy $E$, not the share of one pair. As pairs are added, $-E$ grows, and every pair finds its own excitation more expensive.

Q: Solve it for identical pairs, then.

A: With $D_i=D$ and $K_i=K$, multiplication of (3) by $2D-E$ gives $2DE-E^2=-NK^2$, or

$$E^2-2DE-NK^2=0,\qquad E_D(N)=D-\sqrt{D^2+NK^2}. \tag{4}$$

The matrix shows the same thing directly. The normalized sum $N^{-1/2}\sum_i\Phi_i$ couples to $\Phi_0$ with strength $N^{-1/2}\cdot NK=K\sqrt N$. The $N-1$ combinations orthogonal to it do not couple and stay at $2D$. The problem is that of one pair with $K$ replaced by $K\sqrt N$.

Q: I see a square root, but $D^2$ sits under it. For what $N$ is the growth really that of $\sqrt N$?

A: Put $\kappa=K\sqrt N$ and $x=D^2/\kappa^2$, so that $\sqrt{D^2+\kappa^2}=\kappa\sqrt{1+x}$. For $x\ge0$,

$$1+\frac x2-\frac{x^2}{8}\;\le\;\sqrt{1+x}\;\le\;1+\frac x2 .$$

The upper bound follows by squaring, since $(1+x/2)^2=1+x+x^2/4$. The square of the lower bound is $1+x-\tfrac{x^3}{8}\left(1-\tfrac x8\right)$, which does not exceed $1+x$ for $x\le8$. For $x>8$ the lower bound is negative and holds trivially. Hence

$$E_D(N)=-K\sqrt N+D-\frac{D^2}{2K\sqrt N}+r,\qquad 0\le r\le\frac{D^4}{8K^3N^{3/2}}. \tag{5}$$

Division by $\sqrt N$ gives $E_D/\sqrt N\to-K$. The correlation energy grows asymptotically as $\sqrt N$, and the energy per pair falls to zero as $-K/\sqrt N$. The condition is $NK^2\gg D^2$, that is $N\gg(D/K)^2$. For the H$_2$ pairs $(D/K)^2=18.99$.

Q: Show me that (5) is not only formal.

A: Take $N=1500$. The leading term is $-190.9763$ eV, and adding $D$ gives $-169.4878$ eV. The next term is $-461.76/(2\times190.98)=-1.2089$ eV, which brings the sum to $-170.6967$ eV. The lowest eigenvalue of the CI matrix with all 1500 doubles written out is $-170.6929$ eV. The remainder is 0.0038 eV and positive. The bound in (5) has the same value at this rounding, and the test that the remainder lies between zero and the bound was passed.

Q: That matrix rests on your own selection of doubles. Has the selection been tried on real molecules?

A: Yes. CISD calculations were done on rows of parallel H$_2$ molecules 100 angstrom apart, with every single and double excitation allowed. They gave $-1.1032$, $-2.1550$ and $-4.1293$ eV for two, four and eight molecules. Equation (4) gives the same figures.

Q: Between linear growth and root growth there must be a broad middle. How do I tell where I am?

A: By the local exponent $p=d\ln|E_D|/d\ln N$. Let $S=\sqrt{D^2+NK^2}$, so that $|E_D|=S-D$. Since $dS/dN=K^2/(2S)$,

$$p=\frac{N}{S-D}\,\frac{K^2}{2S}=\frac{(S-D)(S+D)}{2S(S-D)}=\frac12\left(1+\frac DS\right), \tag{6}$$

where $NK^2=S^2-D^2$ was used. The exponent is near 1 when $NK^2\ll D^2$ and tends to 1/2 when $NK^2\gg D^2$. At $N=(D/K)^2$ it is $\tfrac12(1+1/\sqrt2)\approx0.85$, still closer to linear growth. At $N=1000$ it is 0.5683, and the slope measured between explicit matrices with 990 and 1010 doubles agrees.

Q: The numerical output lists the weight of the reference determinant beside this exponent, and the two columns are identical. Is that a slip?

A: It is an identity. For the two-state problem the first row of the eigenvalue equation is $\kappa c_1=Ec_0$, where $c_1$ is the coefficient of the normalized sum of doubles. With $c_0^2+c_1^2=1$,

$$c_0^2=\frac{\kappa^2}{\kappa^2+E^2}=\frac{(S-D)(S+D)}{(S-D)(S+D)+(S-D)^2}=\frac{S+D}{2S}=p .$$

The reason lies in how $N$ enters. It appears in the coupling alone, as $\sqrt N$, so $N\,d\kappa/dN=\kappa/2$. The eigenvector makes the energy stationary, so the derivative of $E$ is the expectation value of the derivative of the matrix, $N\,dE/dN=2c_0c_1\cdot\kappa/2=c_0c_1\kappa$. By the first row this equals $c_0^2E$.

Q: And the correct growth, linear in $N$? I accept it by intuition, but I would like it derived within the same orbitals.

A: The Hamiltonian is $H=\sum_iH_i$, and full CI contains the antisymmetrized product of one-pair ground states. Each $H_i$ acting on this product returns $e$ times the product, so

$$E_F(N)=Ne=N\left[D-\sqrt{D^2+K^2}\right]. \tag{7}$$

It is the lowest state with two electrons and even parity on every pair, because each term of the sum is then at its minimum. Full CI on one, two and four H$_2$ molecules, with no such restriction imposed, gave $-0.5585$, $-1.1170$ and $-2.2340$ eV, in agreement with (7).

The two laws compare as follows for the H$_2$ pairs, with energies in eV.

| $N$ | CID | full CI | CID / full CI |
|---|---|---|---|
| 1 | −0.5585 | −0.5585 | 1.0000 |
| 8 | −4.1293 | −4.4680 | 0.9242 |
| 100 | −32.3001 | −55.8501 | 0.5783 |
| 1000 | −135.9167 | −558.5008 | 0.2434 |

Q: So for a handful of pairs CID is nearly right.

A: As a fraction of the correlation energy, yes. In absolute terms the loss is already 0.34 eV for eight pairs, which matters in chemistry. For small $N$ it can be estimated. For $y\ll D^2$, $\sqrt{D^2+y}\approx D+y/(2D)-y^2/(8D^3)$. Setting $y=NK^2$ in (4) and $y=K^2$ in (7) gives

$$E_D\approx-\frac{NK^2}{2D}+\frac{N^2K^4}{8D^3},\qquad E_F\approx-\frac{NK^2}{2D}+\frac{NK^4}{8D^3},$$

$$E_D-E_F\approx\frac{N(N-1)K^4}{8D^3}. \tag{8}$$

The leading terms agree and are linear in $N$. The loss is proportional to $N(N-1)/2$, the number of ways to choose two pairs. For $N=2$ the estimate is 0.0149 eV and the actual difference is 0.0138 eV. The estimate holds while $NK^2\ll D^2$.

## Second half: the missing products and their effect on barriers

Q: Before I object further, remind me which symbols and results carry over.

A: There are $N$ pairs at infinite separation, each with an even orbital $g$ and an odd orbital $u$. The half gap $D$ is half the energy from $g^2$ to $u^2$, and $K=(gu|gu)$ couples the two configurations. Energies are counted from the reference $\Phi_0$, in which every pair is $g^2$; $\Phi_i$ has pair $i$ excited to $u^2$. One pair has the correlation energy $e=D-\sqrt{D^2+K^2}$, and full CI gives $E_F=Ne$. CID gives $E_D=D-\sqrt{D^2+NK^2}$, which tends to $-K\sqrt N+D$. For unequal pairs the CID energy solves $E=-\sum_iK_i^2/(2D_i-E)$. For H$_2$ at 0.74 angstrom in STO-3G, $D=21.4885$ eV and $K=4.9310$ eV.

Q: You said the loss at small $N$ counts sets of two pairs. That is suggestive, but what precisely has been left out?

A: The configurations in which two or more pairs are excited at the same time. Write the one-pair ground state, without normalization, as $g^2+t\,u^2$. The product over all pairs contains $\Phi_0$ with coefficient 1, each $\Phi_i$ with $t$, each determinant $\Phi_{ij}$ with two excited pairs with $t^2$, and so on. CID keeps the first two groups and discards the rest.

Now follow the equation for the coefficient of $\Phi_i$. In both methods the row of $\Phi_0$ gives $E=NKt$. In full CI the row of $\Phi_i$ is

$$K+2Dt+(N-1)Kt^2=Et=NKt^2 . \tag{9}$$

The third term on the left comes from the $N-1$ determinants $\Phi_{ij}$, each of which couples to $\Phi_i$ with strength $K$ when pair $j$ falls back to $g^2$. It cancels all but one of the $N$ terms on the right, leaving

$$K+2Dt-Kt^2=0, \tag{10}$$

in which $N$ no longer appears. This is the one-pair equation, with $t=e/K=-0.5585/4.9310=-0.113$.

In CID the third term is absent and nothing cancels:

$$K+2Dt-NKt^2=0,\qquad t=\frac{D-\sqrt{D^2+NK^2}}{NK}\;\to\;-\frac1{\sqrt N}. \tag{11}$$

Q: Put that in words.

A: In the true state, while pair $i$ is excited the other $N-1$ pairs go on correlating. In CID, exciting pair $i$ forces all the others into bare $g^2$, at the cost of their correlation energy. The more pairs there are, the higher the price, and the smaller the amplitude of each excitation. The total is then $NKt\approx-K\sqrt N$.

The wave function shows the same strain. By the identity of the first half, the CID reference weight tends to 1/2. In full CI it is the product of the one-pair weights, $0.9873^N$. At $N=1000$ this is about $3\times10^{-6}$, because in so many pairs some excitation is almost certain to be present. A function that must keep all pairs but one in $g^2$ cannot describe this.

For identical separated pairs, the CID correlation energy grows only as $\sqrt N$ at large $N$, while the full CI energy grows as $N$, because CID leaves out configurations with two or more pairs excited at once. It remains to see whether higher excitations or another form of wave function restore the linear law, and what the error does to barriers.
